# Dirac Sternheimer equation by bordered collocation, tested on hydrogenic second-order properties

A hydrogen-like ion in a weak field acquires an induced electric dipole, an induced magnetic moment, and a current that screens the field at the nucleus. For a Dirac electron, whose Hamiltonian is linear in the potentials, the strength of each response follows from a second-order sum \(\sum'_n\langle0|V'|n\rangle\langle n|V|0\rangle/(E_0-E_n)\). The sum runs over bound levels, the positive continuum and the negative continuum below \(-2c^2\). It can be bypassed by solving one inhomogeneous equation, the Sternheimer equation, for the first-order orbital. Hartree atomic units are used, with \(c=1/\alpha\), a point nucleus, no recoil and no QED corrections.

## A two-state example by hand

Take
\[K=H-E_0=\frac{\Delta}{2}\begin{pmatrix}1&-1\\-1&1\end{pmatrix},\]
with null vector \(\psi_0=(1,1)/\sqrt2\) and eigenvector \((1,-1)/\sqrt2\) of eigenvalue \(\Delta=E_1-E_0\). For a source \(S=V\psi_0=(s_1,s_2)\), first-order theory asks for
\[K\phi=-S+\lambda\psi_0,\qquad\psi_0\cdot\phi=0.\]
The rows read \(\pm\frac\Delta2(\phi_1-\phi_2)=-s_{1,2}+\lambda/\sqrt2\). Their sum has zero on the left, so \(\lambda=(s_1+s_2)/\sqrt2=\psi_0\cdot S\), the first-order energy. The constraint gives \(\phi_2=-\phi_1\), the first row becomes \(\Delta\phi_1=(s_2-s_1)/2\), and
\[M=S\cdot\phi=(s_1-s_2)\phi_1=-\frac{(s_1-s_2)^2}{2\Delta}=\frac{|\langle1|S\rangle|^2}{E_0-E_1}.\]
No eigenvector of \(K\) other than \(\psi_0\) was needed, and \(\Delta\) may have either sign: a state below \(E_0\) makes \(M\) positive. With \(\lambda\) as an unknown, the system has the bordered matrix \(\begin{pmatrix}K&-\psi_0\\\psi_0^T&0\end{pmatrix}\), whose determinant, expanded along the first row, is \(\Delta/4+\Delta/4+\Delta/2=\Delta\), while \(\det K=0\). If discretization turns \(K\) into \(K+\epsilon\psi_0\psi_0^T\), the plain solve of \(K\phi=-S\) contains \(-(\psi_0\cdot S/\epsilon)\psi_0\), whereas the bordered solution is unchanged because \(\psi_0\cdot\phi=0\).

For any self-adjoint \(h\) with \(\psi_0\) nondegenerate, projecting on eigenstate \(n\) gives \((E_n-E_0)\langle n|\phi\rangle=-\langle n|S\rangle\) for \(n\neq0\) and \(\lambda=\langle\psi_0|S\rangle\) for \(n=0\). Hence \(M[S',S]=\langle S'|\phi\rangle\) is the full spectral sum, and for real functions \(M[S',S]=M[S,S']\).

## Radial equations and sources

Write \(\psi=r^{-1}(P\,\Omega_{\kappa m},\,iQ\,\Omega_{-\kappa m})\) and \(\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}\). From \(\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\), \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa\) and \(\sigma_r\Omega_\kappa=-\Omega_{-\kappa}\), the Hamiltonian without rest energy acts as
\[h_\kappa\binom PQ=\binom{-ZP/r+c(-Q'+\kappa Q/r)}{c(P'+\kappa P/r)-(Z/r+2c^2)Q}.\]
Integration by parts leaves \(\langle1|h2\rangle-\langle h1|2\rangle=c[Q_1P_2-P_1Q_2]_0^\infty\), which must vanish for the symmetry of \(M\). Define \(a=\alpha Z\), \(\gamma_\kappa=\sqrt{\kappa^2-a^2}\), \(\gamma=\gamma_1\), \(x=Zr\), \(k=a/(1+\gamma)=(1-\gamma)/a\). The \(1s_{1/2}\) state has \(\kappa=-1\), \(P_0\propto x^\gamma e^{-x}\), \(Q_0=-kP_0\), \(E_0=c^2(\gamma-1)\), as is verified below. All fields lie along \(z\) and conserve \(m\), so the partner \(m=-\frac12\) of the state \(m=\frac12\) is never reached.

An electric field gives \(V=\mathcal F r\cos\vartheta\) (charge \(-1\)). Since \(\Omega_{-1}=Y_{00}\!\uparrow\), the product \(\cos\vartheta\,\Omega_{-1}=a_1\Omega_1+a_{-2}\Omega_{-2}\) has \(l=1\). Using \(\Omega_1=-\sigma_r\Omega_{-1}\), \(a_1=-\overline{\cos^2\vartheta}=-\frac13\), and the norm \(\frac13\) leaves \(a_{-2}^2=\frac29\). Applying \(-\sigma_r\), which commutes with \(\cos\vartheta\), gives the same coefficients below. The radial source is \(r(P_0,Q_0)\), called plain, and \(E^{(2)}=-\frac12\alpha_d\mathcal F^2\) yields
\[\alpha_d=-2\sum_\kappa a_\kappa^2M_\kappa[r,r].\]

Magnetic fields enter as \(c\,\boldsymbol\alpha\cdot\mathbf A\). With \(W=(\hat{\mathbf r}\times\boldsymbol\alpha)_z=\boldsymbol\alpha\cdot(\hat{\mathbf z}\times\hat{\mathbf r})\), the uniform field \(\mathbf A=\frac12\mathbf B\times\mathbf r\) gives \(V_B=\frac c2BrW\), and a nuclear moment, \(\mathbf A=\boldsymbol\mu\times\mathbf r/(c^2r^3)\), treated as a fixed vector, gives \(V_\mu=\mu W/(cr^2)\). Let \(w=\boldsymbol\sigma\cdot(\hat{\mathbf z}\times\hat{\mathbf r})\). The vector \(\hat{\mathbf z}\times\hat{\mathbf r}\), of length \(\sin\vartheta\), is perpendicular to \(\hat{\mathbf r}\), so \(w\sigma_r=-\sigma_rw=i\boldsymbol\sigma\cdot[(\hat{\mathbf z}\times\hat{\mathbf r})\times\hat{\mathbf r}]=i(\sigma_r\cos\vartheta-\sigma_z)\). The upper part of \(W\psi_0\) is \(Q_0\) times
\[iw\Omega_1=-iw\sigma_r\Omega_{-1}=(\sigma_r\cos\vartheta-\sigma_z)\Omega_{-1}=(-a_1-1)\Omega_{-1}-a_{-2}\Omega_2,\]
so \(b_{-1}=-\frac23\), \(b_2^2=\frac29\). The lower part is \(P_0\) times \(w\Omega_{-1}=\sigma_rw\Omega_1=-i\sigma_r\sum b_\kappa\Omega_\kappa=i\sum b_\kappa\Omega_{-\kappa}\). The radial source is \(r^n(Q_0,P_0)\), called swapped. The shielding \(\sigma\) is defined by \(E=-\mu B(1-\sigma)\); the cross term carries \(2\cdot\frac c2\cdot\frac1c=1\). With \(E^{(2)}=-\frac12\chi B^2\) and \(E^{(1)}=\frac c2Bb_{-1}\lambda=g\cdot\frac12\cdot\frac12B\),
\[\sigma=\sum_\kappa b_\kappa^2M_\kappa[r^{-2},r],\quad\chi=-\frac{c^2}2\sum_\kappa b_\kappa^2M_\kappa[r,r],\quad g=2cb_{-1}\lambda.\]
The multiplier and constraint belong to \(\kappa=-1\); in the other channels orthogonality is supplied by the angular functions.

## One Dirac channel by hand

Solving \((h_\kappa-E_0)\phi=F\) for the derivatives, with \(D=r\,d/dr\),
\[DP=-\kappa P+\Big(a+\frac{r(2c^2+E_0)}c\Big)Q+\frac{rF_Q}c,\quad DQ=\kappa Q-\Big(a+\frac{rE_0}c\Big)P-\frac{rF_P}c.\tag{1}\]
Here \(r(2c^2+E_0)/c=x/k\) and \(-rE_0/c=kx\). Put \(P=P_0p\), \(Q=kP_0v\), \(f=F/(cZP_0)\), use \(DP_0=(\gamma-x)P_0\), \(ak=1-\gamma\), \(a/k=1+\gamma\), and divide the second equation by \(k\):
\[Dp+(\gamma+\kappa)p-(1-\gamma)v-x(p+v)=xf_Q,\]
\[Dv+(\gamma-\kappa)v+(1+\gamma)p-x(p+v)=-xf_P/k.\]
With \(u=p+v\), \(d=p-v\), \(g_\pm=f_Q\pm f_P/k\), the difference has coefficient \(\kappa-1\) on both \(p\) and \(v\), and the sum has \(2\gamma\pm(\kappa+1)\):
\[Dd+(\kappa-1)u=xg_+,\qquad Du+(2\gamma-2x)u+(\kappa+1)d=xg_-.\tag{2}\]
For \(\kappa=-1\), \(u=0\), \(d=2\) solves the homogeneous pair, which confirms \(\psi_0\).

Let \(\langle\cdot\rangle\) be the average with weight \(x^{2\gamma}e^{-2x}\). Then \(\langle x^n\rangle=\Gamma(2\gamma+1+n)/[2^n\Gamma(2\gamma+1)]\): \(\langle x\rangle=\gamma+\frac12\), \(\langle x^2\rangle=\langle x\rangle(\gamma+1)\), \(\langle x^3\rangle=\langle x^2\rangle(\gamma+\frac32)\), \(\langle x^{-1}\rangle=1/\gamma\), \(\langle x^{-2}\rangle=2/[\gamma(2\gamma-1)]\). Because \(1+k^2=2/(1+\gamma)\) and \(1-k^2=2\gamma/(1+\gamma)\), \(\int P_0^2\,y\,dr=\frac{1+\gamma}2\langle y\rangle\). Equations (2) are solved with \(s=x^n\) in \(f\); then \(M[r^{n'},r^n]=m/(cZ^{1+n+n'})\) and \(\lambda=\ell/Z^n\), with these rules:

- Plain source, \(f=-s(1,-k)\): \(g_+=s(k-1/k)=-2\gamma s/a\), \(g_-=s(k+1/k)=2s/a\). The term \(\ell\psi_0\) is the case \(s=-\ell\). Contraction of \(p-k^2v\) gives \(m=\frac12\langle s'(\gamma u+d)\rangle\).
- Swapped source, \(f=(ks,-s)\): \(g_+=0\), \(g_-=-2s\). Contraction of \(k(v-p)\) gives \(m=-\frac a2\langle s'd\rangle\).

For the Zeeman source \(s=x\) in \(\kappa=-1\), the second equation is \(Du+(2\gamma-2x)u=-2x^2-2\ell x/a\). The trial \(u=x\) gives \((1+2\gamma)x-2x^2\) on the left, so \(\ell=-a(1+2\gamma)/2\). The homogeneous solution \(x^{-2\gamma}e^{2x}\) is excluded at both ends. The first equation, \(Dd=2x+2\gamma\ell x/a\), integrates to \(d=(2-\gamma-2\gamma^2)x+d_0\). The constant is the free multiple of \(\psi_0\); the constraint \(\langle\gamma u+d\rangle=0\) gives \(d_0=-(2-2\gamma^2)\langle x\rangle=-a^2(2\gamma+1)\). The multiplier yields Breit's \(g=\frac23(1+2\gamma)\), since \(ca=Z\). The contractions are
\[m_{-1}[x,x]=-\frac a2\Big[(2-\gamma-2\gamma^2)\langle x^2\rangle-a^2(2\gamma+1)\langle x\rangle\Big],\]
\[m_{-1}[x^{-2},x]=\frac a2\,\frac{(2\gamma^2+\gamma-2)(2\gamma-1)+2(1-\gamma^2)(2\gamma+1)}{\gamma(2\gamma-1)}=\frac a2\,\frac{4-\gamma-2\gamma^2}{\gamma(2\gamma-1)},\]
the two products being \(4\gamma^3-5\gamma+2\) and \(-4\gamma^3-2\gamma^2+4\gamma+2\). The integral exists for \(\gamma>\frac12\), that is \(a<\sqrt3/2\).

## The general algorithm

Work with (1) in \(t=\ln r\), so \(D=d/dt\) and powers of \(r\) become exponentials, which stay smooth whatever mixture of \(\gamma\) and \(\gamma_\kappa\) occurs.

As \(r\to0\) the matrix of (1) is \(\begin{pmatrix}-\kappa&a\\-a&\kappa\end{pmatrix}\) with eigenvalues \(\pm\gamma_\kappa\). The solution \(r^{-\gamma_\kappa}\) is not square integrable for \(\gamma_\kappa>\frac12\) and is removed by imposing at \(x_{\min}\) the ratio of the regular eigenvector: \((\kappa+\gamma_\kappa)P=aQ\) for \(\kappa>0\), or the equivalent \(aP=(\kappa-\gamma_\kappa)Q\) for \(\kappa<0\), where \(\kappa+\gamma_\kappa\) is small. At large \(x\) the system is \(P_x=Q/k\), \(Q_x=kP\), with solutions \(e^{\pm x}\); the decaying one obeys \(aP+(1+\gamma)Q=0\), imposed at \(x_{\max}\). The driven orbital, in the tail a power of \(x\) times \(e^{-x}\), does not obey this condition exactly. The mismatch adds a growing solution of order \(e^{x-2x_{\max}}\), which changes \(M\) only by order \(e^{-2x_{\max}}\), up to powers of \(x_{\max}\).

The hyperfine operator in \(\kappa=-1\) shows how the inner cutoff enters the error. Contracting \(x^{\gamma-2}\) with \(d_0x^\gamma\) omits \(\int_0^{x_{\min}}x^{2\gamma-2}dx\propto x_{\min}^{2\gamma-1}\). If \(x^{\gamma-2}\) is the source, the particular solution goes as \(x^{\gamma-1}\) and violates the inner condition, which a term \(x_{\min}^{2\gamma-1}x^{-\gamma}\) repairs; the power is the same. That solution is square integrable, and its boundary term against \(x^\gamma\) vanishes, when \(\gamma>\frac12\).

The steps are as follows.

1. Choose element boundaries uniform in \(\ln x+x\): logarithmic near the nucleus, linear in the tail.
2. In each element of width \(h\) in \(t\), represent \(P\) and \(Q\) by polynomials of degree \(s\), stored as values at the left end and the \(s\) Gauss points.
3. Impose (1), times \(h\), at the Gauss points, continuity between elements, and the two end conditions. For \(N_e\) elements this is \(2sN_e+2(N_e-1)+2=2(s+1)N_e\) equations, equal to the number of unknowns.
4. The energy and the source enter (1) in the same way, through \((rh/c)(F_Q,-F_P)\). Calling this map \(\mathsf B\), the equations are \(\mathsf A\phi=\mathsf BF\) with \(\mathsf A(E)=\mathsf A(0)-E\mathsf B\).
5. For \(\kappa\ne-1\) solve \(\mathsf A\phi=-\mathsf BS\). For \(\kappa=-1\), with Gauss weights \(\omega\) including \(dr=r\,dt\), solve
\[\begin{pmatrix}\mathsf A&-\mathsf B\psi_0\\(\omega\psi_0)^T&0\end{pmatrix}\binom\phi\lambda=\binom{-\mathsf BS}0.\]
6. Contract with the same Gauss rule.

The symmetry of \(h_\kappa\) gives a short route to the order in \(h\). The error of \(M\) is \(\int\phi'\cdot\rho\), where \(\rho\) is the residual of the discrete solution and \(\phi'\) the true solution for \(S'\). In each element \(\rho\) vanishes at the Gauss points, so it is a Legendre polynomial of degree \(s\), of size \(h^s\) in \(t\), times a smooth factor. That polynomial is orthogonal to all lower degrees, so the first \(s\) Taylor terms of the smooth factors drop out and another \(h^s\) is gained. The Gauss rule errs at the same order \(2s\). The argument assumes solutions smooth in \(t\).

A spurious discrete level near \(E_0\) would spoil step 5. Repeated application of \(\mathsf A^{-1}\mathsf B\) converges to the eigenvalue \(1/(E-E_0)\) of largest modulus and so finds the nearest level.

## Closed forms for the other channels

For \(\kappa=2\) and the swapped source \(s=x^{-2}\), (2) reads \(Dd+u=0\), \(Du+(2\gamma-2x)u+3d=-2/x\). Try \(d=A/x+C\), so \(u=A/x\). The \(1/x\) terms give \((2\gamma+2)A=-2\) and the constants \(3C=2A\). Contracting with \(s'=x\), allowed by symmetry, \(m_2=-\frac a2A(1+\frac23\langle x\rangle)=a(\gamma+2)/[3(\gamma+1)]\). Since \(M=m/c\) here,
\[\sigma=\frac{2\alpha a}9\left[\frac{2+\gamma}{3(1+\gamma)}+\frac{4-\gamma-2\gamma^2}{\gamma(2\gamma-1)}\right].\]

For plain dipole sources write \(\bar u=au\), \(\bar d=ad\); then \(M=m/(cZ^3)=am/Z^4\). For \(\kappa=1\), \(D\bar d=-2\gamma x^2\) gives \(\bar d=-\gamma x^2+C\). With \(\bar u=Ax+A_0\) in \(D\bar u+(2\gamma-2x)\bar u+2\bar d=2x^2\), the powers \(x^2,x,1\) give \(A=-(1+\gamma)\), \(A_0=A(\gamma+\frac12)\), \(C=-\gamma A_0\). The constants cancel in \(\gamma\bar u+\bar d\), leaving
\[Z^4M_1=-\frac\gamma2\langle x^2\rangle\Big[1+\gamma+\gamma+\frac32\Big]=-\frac{\gamma(\gamma+1)(2\gamma+1)(4\gamma+5)}8.\]

For \(\kappa=-2\) the second equation gives \(d=Du+(2\gamma-2x)u-xg_-\), and the first becomes \(Lu=xg_++D(xg_-)\), with \(L=D^2+2\gamma D-3-2x(D+1)\). The dipole source gives \(L\bar u=(4-2\gamma)x^2\). As \(Lx=(2\gamma-2)x-4x^2\), the choice \(\bar u_0=\eta x\), \(\eta=-(2-\gamma)/2\), \(\bar d_0=\eta(1+2\gamma)x-\gamma x^2\) leaves \(L\bar u_1=Rx\), \(R=(2-\gamma)(\gamma-1)\), which is a source \(f_1\) with \(ag_+=R\), \(g_-=0\). Inverting the definition of \(g_\pm\), \(pf_P+kvf_Q=\frac k2(g_+u-g_-d)\), so the symmetric form is \(\beta(\phi,f)=\frac a4\langle g_+u-g_-d\rangle\) and \(m=-\beta(\phi,f)\). Splitting \(f=f_0+f_1\) and using \(\beta(\phi_1,f_0)=\beta(\phi_0,f_1)\),
\[am=\tfrac12\langle x(\gamma\bar u_0+\bar d_0)\rangle-\tfrac R4\langle\bar u_0\rangle-\tfrac R4\langle\bar u_1\rangle.\]
Let \(\nu=\gamma_2-\gamma\), so \(\nu(\nu+2\gamma)=3\), and \(u_n=z^\nu L_n^{2\gamma_2}(z)\), \(z=2x\). Moving \(D\) through \(z^\nu\) shifts it by \(\nu\), and Laguerre's equation \((D^2+2\gamma_2D-zD)L_n=-nzL_n\) gives \(Lu_n=-2(n+\nu+1)xu_n\). These Sturmians are orthogonal and complete under \(\langle\cdot\rangle\), so \(\langle\bar u_1\rangle=-\frac R2\sum_n\langle u_n\rangle^2/[(n+\nu+1)\langle u_n^2\rangle]\). Rodrigues' formula with \(n\) partial integrations gives \(\int z^\beta e^{-z}L_n^{2\gamma_2}dz=\Gamma(\beta+1)(2\gamma_2-\beta)_n/n!\), and the norm is \(\Gamma(2\gamma_2+1)(2\gamma_2+1)_n/n!\). With \(\beta=\gamma+\gamma_2\), \(1/(n+\nu+1)=(\nu+1)_n/[(\nu+1)(\nu+2)_n]\) and \(G=\Gamma(2\gamma+1)\Gamma(2\gamma_2+1)\),
\[Z^4M_{-2}=\tfrac12\big[\eta(1+3\gamma)\langle x^2\rangle-\gamma\langle x^3\rangle\big]-\tfrac14R\eta\langle x\rangle+\frac{R^2\Gamma(\gamma+\gamma_2+1)^2}{8(\nu+1)G}\,{}_3F_2(\nu,\nu,\nu+1;2\gamma_2+1,\nu+2;1).\]

For the Zeeman source in \(\kappa=2\), \(u=-Dd\) turns the second equation into \((D^2+2\gamma D-3-2xD)d=2x^2\). The same \(u_n\) have eigenvalue \(-2(n+\nu)\), so \(m=\frac a2\sum\langle xu_n\rangle^2/[(n+\nu)\langle u_n^2\rangle]\). With \(x=z/2\), \(\beta=\gamma+\gamma_2+1\) and \(M=m/(cZ^3)\),
\[(cZ)^2M_2=\frac{\Gamma(\gamma+\gamma_2+2)^2}{8\nu G}\,{}_3F_2(\nu-1,\nu-1,\nu;2\gamma_2+1,\nu+1;1).\]

A scalar case is \(\delta V=-\delta Z/r\). Differentiating \((h-E_0)\psi_0=0\) in \(Z\) gives the Sternheimer equation with \(S=-\psi_0/r\), so \(\phi=\partial_Z\psi_0\), orthogonal because the norm is fixed and containing \(x^\gamma\ln x\). From \(d\gamma/da=-a/\gamma\), \(\lambda=E_0'=-Z/\gamma\) and \(M=\frac12E_0''=-1/(2\gamma^3)\).

## Small \(a\)

Use \(\gamma-1\simeq-a^2/2\), \(\gamma_2-2\simeq-a^2/4\), and derivatives in \(\gamma\) at 1. Both dipole integrals start at \(-\frac{27}4\). For \(\kappa=1\) the logarithmic derivative is \(1+\frac12+\frac23+\frac49=\frac{47}{18}\), giving \(-\frac{141}8\). For \(\kappa=-2\), \(\langle x^2\rangle=3\), \(\langle x^3\rangle=\frac{15}2\) have derivatives \(\frac72,\frac{47}4\); the bracket gives \(\frac12[\frac32-7-\frac{15}2-\frac{47}4]=-\frac{99}8\), the \(R\) term \(+\frac3{16}\), and \(R^2\) is of order \(a^4\). Then \(\frac29\cdot\frac{141}8+\frac49\cdot\frac{195}{16}=\frac{28}3\), and \(\alpha_d\simeq\frac92Z^{-4}(1-\frac{28}{27}a^2)\). The bracket of \(\sigma\) is \(\frac32\) with derivative \(-\frac1{12}-8\), so \(\sigma\simeq\frac{\alpha a}3(1+\frac{97}{36}a^2)\). Both magnetic integrals \((cZ)^2M\) start at \(\frac32\). For \(\kappa=-1\) the derivative is \(-\frac12[-15-\frac72+9]=\frac{19}4\), an \(a^2\) term \(-\frac{19}8\). For \(\kappa=2\) the series is \(1+O(a^4)\), and the digamma values give a logarithmic \(a^2\) term \(\psi(3)-\psi(5)-\frac14=-\frac56\), hence \(-\frac54\). The weighted sum is \(1-\frac{19}{18}a^2-\frac5{18}a^2\), so \(\chi\simeq-(1-\frac43a^2)/(2Z^2)\). Collocation at \(Z=1\) gives \(-1.03703\), \(2.69466\), \(-1.33332\), against \(-1.03704\), \(2.69444\), \(-1.33333\); the differences are at most about \(4\alpha^2\), the order of the next term.

## Worked example: Sn\(^{49+}\)

The channel integrals and the final properties are in the numerical output below; the partial sums and the comparisons with the expansions are worked out by hand. The mesh has \(s=8\), \(x\) from \(10^{-20}\) to 50, 133 elements and \(2\cdot9\cdot133=2394\) unknowns, plus \(\lambda\). At \(Z=50\), \(a=0.364868\), \(\gamma=0.931059\), \(E_0=-1294.626\) hartree. The channel integrals combine as
\[Z^4\alpha_d=\tfrac29(5.611748)+\tfrac49(5.942529)=1.247055+2.641124=3.888179,\]
\[\sigma=\tfrac49(2.214479\times10^{-3})+\tfrac29(1.347127\times10^{-3})=1283.57\text{ ppm},\]
\[Z^2\chi=-\tfrac12\big[\tfrac49(1.191216)+\tfrac29(1.334326)\big]=-\tfrac12(0.825946)=-0.412973.\]
Thus \(\alpha_d=6.2211\times10^{-7}a_0^3=9.2187\times10^{-8}\) Å\(^3\) and \(\chi=-1.6519\times10^{-4}\) a.u. \(=-1.3035\times10^{-32}\) J/T\(^2\). The Zeeman multiplier \(-0.01044295\,a_0\) gives \(g=\frac43(137.036)(0.01044295)=1.90808\); the charge perturbation gives \(\lambda=-53.7023=-50/0.931059\) and \(E^{(2)}=-0.619495\) hartree. The digits serve to test the algorithm; nuclear size, recoil and QED are absent, so they do not predict measurements.

With \(a^2=0.133128\) the first-order expansions give 3.8787, 1205.9 ppm and \(-0.41125\), smaller in magnitude than the full values by 0.24%, 6.1% and 0.42% of the latter. The shielding formula has a pole at \(\gamma=\frac12\) from the weight \(r^{-2}\); \(\sigma\) exceeds the Lamb value 887.5 ppm by 45%.

For \(Z=1,20,50\) the largest deviation from the closed forms, relative to them, is below \(10^{-14}\); at \(Z=80\) it is \(5\times10^{-13}\). The cutoff law accounts for this. At \(Z=80\) the relative errors \(2.972\times10^{-4}\) and \(1.681\times10^{-5}\) for \(x_{\min}=10^{-6},10^{-8}\) give exponent 0.62381, equal to \(2\gamma-1\), and \(1.681\times10^{-5}\times10^{-12(0.62381)}\approx5.5\times10^{-13}\). The order was tested for \(s=2\) on the \(\kappa=-2\) dipole integral: halving the step in \(\ln x+x\) from 0.4 to 0.2, which halves the local width \(h\) in \(t\) to leading order, lowers the relative error from \(1.083\times10^{-6}\) to \(6.752\times10^{-8}\), order 4.003. Further tests confirmed the interchange symmetry in both shielding channels, the four closed-form orbitals point by point, and the blow-up of the unbordered \(\kappa=-1\) solve. The levels found by iteration, \(-326.495\) (\(\kappa=1\)) and \(-315.144\) hartree (\(\kappa=-2\)), match the Sommerfeld \(2p\) energies, and a shift below \(E_0\) finds \(1s\) for \(\kappa=-1\). This excludes a spurious level nearer to the shift in these channels and says nothing about the remote spectrum.

## What the negative continuum contributes

As an independent test, \(h_\kappa\) for \(\kappa=-1,-2\) was diagonalized with \(P\) and \(Q\) each expanded in 30 or 40 functions \(z^{\gamma_\kappa}e^{-z/2}L_n^{2\gamma_\kappa}(z)\). Half the eigenvalues lie below \(-2c^2\), and the sums reproduce the collocation \(M\). For \(\kappa=-1\) this agreement does not test how \(M\) divides between the continua: the Zeeman orbital is \(P_0\) times a linear polynomial in \(x\), so the functions \(n=0,1\) already give the exact total. The reliability of the shares has to be judged from their change with the basis.

At small \(a\) a swapped source lies almost wholly in the lower component, which is the large one for negative-energy states. Setting \(E_0-E_n\simeq2c^2\) and using closure gives \(M_{-1}[r^{-2},r]\simeq\langle1/r\rangle/(2c^2)=\alpha a/2\), the whole leading value of the closed form. The computed negative share at \(Z=1\) is 0.9995 for shielding and 1.00000 for magnetizability, so dropping that continuum loses the leading term of these channels. At \(Z=50\) the shielding share is 0.373, with the two bases differing in the fourth digit, and closure over negative states no longer estimates the channel. The magnetizability share is 1.013: in a diagonal \(M\) every negative-energy term is positive and every excited positive-energy term negative, as in the two-state example, so a positive total implies a share above one. The same rule makes the share negative for the \(p_{3/2}\) polarizability, \(-2.39\times10^{-6}\) at \(Z=50\). At \(Z=1\) it is about \(10^{-19}\) in size and changes with the basis in the second digit, so it is read as negligible rather than as a value. This smallness is special to \(\kappa=-2\). At small \(a\), \(Q_0\simeq(P_0'-P_0/r)/(2c)\), while a positive-energy function with upper part \(rP_0\) has lower part \([(rP_0)'+\kappa P_0]/(2c)\). The difference, \(-(2+\kappa)P_0/(2c)\), is the leading negative-energy part of \(r\psi_0\), and it contributes \((2+\kappa)^2/(8c^4)\) to \(M_\kappa[r,r]\). It vanishes for \(p_{3/2}\). For \(p_{1/2}\), set against \(-27/(4Z^4)\), it gives a share of about \(-a^4/6\), near \(-3\times10^{-3}\) at \(Z=50\), a thousand times the \(p_{3/2}\) value though still small. The basis split was not made for \(\kappa>0\).

## Computed results

```
c = 1/alpha = 137.035999178 a.u.
angular a_+1^2 = 0.111111, a_-2^2 = 0.222222
angular b_-1 = -0.666667, b_+2^2 = 0.222222
mesh s=8, x from 1e-20 to 50: elements = 133, unknowns = 2394
Z=50: a = 0.36486763, gamma = 0.93105940, gamma2 = 1.96643627
Z=50: k = 0.18894687, nu = 1.03537687, E0 = -1294.626149 hartree
Z=50: Z^4 M dipole kappa=+1: -5.61174827, kappa=-2: -5.94252873 a.u.
Z=50: alpha_d = 6.22108648e-07 a0^3 = 9.218699e-08 angstrom^3
Z=50: M shielding kappa=-1: 2.21447929e-03, kappa=+2: 1.34712655e-03 a.u.
Z=50: sigma = 1283.57447 ppm, Lamb value alpha^2 Z/3 = 887.52257 ppm
Z=50: (cZ)^2 M magnetic kappa=-1: 1.19121573, kappa=+2: 1.33432583
Z=50: chi = -1.65189213e-04 a.u. = -1.303514e-32 J/T^2
Z=50: Zeeman multiplier lambda = -1.04429450e-02 a0, g factor = 1.908079205
Z=50: charge change lambda = -53.70226624 hartree, E2 = -0.619495037 hartree
Z=50: nearest levels kappa=-1,+1,-2: -1294.62615, -326.49480, -315.14435 hartree
Z=50 kappa=-2 s=2 rel. errors (width 0.4, 0.2): 1.083e-06, 6.752e-08, order 4.003
Z=80 cutoff errors (1e-6, 1e-8): 2.972e-04, 1.681e-05
Z=80 cutoff exponent 0.62381, 2 gamma - 1 = 0.62381
Z=1 a^2 coefficients: alpha_d -1.03703, sigma 2.69466, chi -1.33332
Z, Z^4 alpha_d (a0^3), sigma (ppm), Z^2 chi (a.u.), largest rel. deviation from closed forms
  1 4.49975150 17.752999 -0.49996450 6e-15
 20 4.40083760 376.050696 -0.48584297 9e-15
 50 3.88817905 1283.574475 -0.41297303 3e-15
 80 2.97215196 3984.532098 -0.28455972 5e-13
negative-energy share of channel sum (basis 30, basis 40)
Z=1 shi-1: 9.99522e-01, 9.99522e-01
Z=1 mag-1: 1.00000e+00, 1.00000e+00
Z=1 dip-2: -1.69030e-19, -1.72761e-19
Z=50 shi-1: 3.72579e-01, 3.72690e-01
Z=50 mag-1: 1.01314e+00, 1.01314e+00
Z=50 dip-2: -2.38785e-06, -2.38784e-06
```
